# Dielectric Tensor and Born Charges in DFPT+U: Two Derivations, part 2

In an insulating crystal with a Hubbard correction, the ions' Born charges $Z^*$ must sum to zero. The first derivation obtained them as force per field.

Electrons have charge $-e$, with $N_{\rm el}$ per cell of volume $\Omega$ in two equal spin channels, so $\sum_v1=N_{\rm el}/2$. Ion $\kappa$ has charge $Z_\kappa e$ and position $\boldsymbol\tau_\kappa$. $H$ is the Hamiltonian, $\varepsilon_v$ a band energy, $\psi_v$ a full Bloch orbital, $\mathbf p$ the cell dipole, $\boldsymbol{\mathcal E}$ the macroscopic field, and $V_{\rm ion}$ the ionic potential. The Hubbard energy $U\,{\rm Tr}[N(1-N)]$, with $N_{mm'}=\sum_v\langle\varphi_m|v\rangle\langle v|\varphi_{m'}\rangle$ per spin, gives the potential $V_U=\sum_{mm'}|\varphi_m\rangle W_{mm'}\langle\varphi_{m'}|$.

The position operator follows from $\partial_\beta H_{\mathbf k}=i[H,r_\beta]_{\mathbf k}$, which includes $[V_U,\mathbf r]$:

$$Q\,r_\beta|v\rangle=iQ|\partial_\beta v\rangle .\tag{1}$$

The orbital change per unit field, $|u^\beta\rangle$, obeys

$$(H-\varepsilon_v)|u^\beta\rangle=-Q\big(e\,r_\beta+V^\beta_{\rm Hxc}+V^\beta_U\big)|v\rangle ,\tag{3}$$

$$V_U^\beta=-U\sum_{mm'}|\varphi_m\rangle N^\beta_{mm'}\langle\varphi_{m'}| .$$

$V^\beta_{\rm Hxc}$ and $N^\beta$ are the induced changes of the Hartree and exchange-correlation potential and of $N$. With ions clamped, $\partial p_\alpha/\partial\mathcal E_\beta=-2e\sum_v2{\rm Re}\langle Qr_\alpha v|u^\beta\rangle$ and

$$\epsilon_{\alpha\beta}=\delta_{\alpha\beta}-\frac{2e}{\varepsilon_0\Omega}\sum_v2\,{\rm Re}\langle Qr_\alpha v|u^\beta\rangle .\tag{4}$$

The force is

$$F_{\kappa\alpha}=eZ_\kappa\mathcal E_\alpha-\frac{\partial E_{\rm ii}}{\partial\tau_{\kappa\alpha}}-2\sum_v\langle v|\partial V_{\rm ion}|v\rangle-2\,{\rm Tr}[W\,\partial N],\tag{5}$$

where $E_{\rm ii}$ is the ion-ion energy and $\partial N$ is taken with frozen orbitals. Its field derivative is

$$eZ^*_{\kappa,\beta\alpha}=eZ_\kappa\delta_{\alpha\beta}-2\sum_v2\,{\rm Re}\langle u^\beta|\partial V_{\rm bare}|v\rangle,\tag{6}$$

$$\partial V_{\rm bare}=\partial V_{\rm ion}+V_U^\partial-U\sum_{mm'}|\varphi_m\rangle\,\partial N_{mm'}\,\langle\varphi_{m'}| .\tag{7}$$

The last two are the displacement terms: the projector term, with

$$V_U^{\partial}=\sum_{mm'}\big(|\partial\varphi_m\rangle W_{mm'}\langle\varphi_{m'}|+|\varphi_m\rangle W_{mm'}\langle\partial\varphi_{m'}|\big),$$

and the occupation term. At one $\mathbf k$, summing over filled bands $n$,

$$\partial_\beta\sum_n\langle n|q_\alpha|n\rangle=\sum_n\delta_{\alpha\beta}+\sum_n2\,{\rm Re}\langle q_\alpha n|Q|\partial_\beta n\rangle .\tag{8}$$

The example is a chain along $x$, with cell length 5 Å, cross-section 25 Å$^2$ and one filled band of two electrons. The anion (0.3 Å) and cation (2.3 Å) each have ionic charge $+1$, with added Gaussian wells of depths 14 and 5 eV. Electrons interact through Hartree and Slater exchange. $U=4$ eV acts on two even functions on the anion. The results are $\epsilon=1.365$, $Z^*_C=1.5215$ and, in the order ionic charge, ion potential, projector, occupation,

$$Z^*_A=1-2.1281-0.4305+0.0371=-1.5215 .$$

## Second derivation: the dipole of a displaced lattice

The symbols are those of the first half. $|v\rangle$ is a filled cell-periodic state, $\sum_v$ includes the zone average, $Q$ projects on empty states, and $\mathbf q=\mathbf k+\mathbf G$. The Hubbard functions $\varphi_m$ have occupation matrix $N$ and potential matrix $W=U(\frac12-N)$. The derivative $\partial$ refers to the displacement $\tau_{\kappa\alpha}$ and $\partial_\beta$ to $k_\beta$. Three results are taken over: $Qr_\beta|v\rangle=iQ|\partial_\beta v\rangle$ from (1), the field response $|u^\beta\rangle$ from (3), and the zone identity (8). The Born charge was obtained in (6) as a force per field. It is now calculated as a dipole per displacement, at zero macroscopic field.

### Response to a displacement

Move ion $\kappa$ along $\alpha$. The Hubbard potential changes because its functions move and because its matrix changes:

$$dV_U=V_U^\partial+\sum_{mm'}|\varphi_m\rangle\,dW_{mm'}\langle\varphi_{m'}|,\qquad dW=-U(\partial N+N^\kappa).$$

The total change of $N$ has been split into $\partial N$, with frozen orbitals, and $N^\kappa$, caused by the change $|u^\kappa\rangle$ of the orbitals. The part with $\partial N$ is known before the response is calculated. Together with $V_U^\partial$ and $\partial V_{\rm ion}$ it forms the bare perturbation (7). The occupation term, which came from a product rule on the force in the first derivation, is here part of the ordinary chain rule for $N$. The response obeys

$$(H-\varepsilon_v)|u^\kappa\rangle=-Q\big(\partial V_{\rm bare}+V^\kappa_{\rm Hxc}+V_U^\kappa\big)|v\rangle,\tag{10}$$

with $V_U^\kappa=-U\sum|\varphi_m\rangle N^\kappa_{mm'}\langle\varphi_{m'}|$. The $\mathbf G=0$ Hartree part is again absent, which keeps the macroscopic field at zero.

The ionic dipole changes by $eZ_\kappa\delta_{\alpha\beta}$. The electronic dipole changes as in the field calculation, with $|u^\kappa\rangle$ in place of $|u^\beta\rangle$:

$$eZ^*_{\kappa,\beta\alpha}=\frac{\partial p_\beta}{\partial\tau_{\kappa\alpha}}=eZ_\kappa\delta_{\alpha\beta}-2e\sum_v2\,{\rm Re}\langle Qr_\beta v|u^\kappa\rangle .\tag{11}$$

The roles have been exchanged. In (6) the projectors' motion appears in the matrix element and the position operator in the response. In (11) it is the other way round.

### Why the two formulas agree

Multiply (3) from the left by $\langle u^\kappa|$, sum over filled states, and take twice the real part:

$$\sum_v2\,{\rm Re}\Big[\langle u^\kappa|H-\varepsilon_v|u^\beta\rangle+\langle u^\kappa|V^\beta_{\rm Hxc}+V^\beta_U|v\rangle\Big]=-e\sum_v2\,{\rm Re}\langle u^\kappa|r_\beta|v\rangle .$$

Multiply (10) by $\langle u^\beta|$ in the same way:

$$\sum_v2\,{\rm Re}\Big[\langle u^\beta|H-\varepsilon_v|u^\kappa\rangle+\langle u^\beta|V^\kappa_{\rm Hxc}+V^\kappa_U|v\rangle\Big]=-\sum_v2\,{\rm Re}\langle u^\beta|\partial V_{\rm bare}|v\rangle .$$

The left sides are equal, term by term. The first terms agree because $H-\varepsilon_v$ is Hermitian. For the Hartree and exchange-correlation terms, let $n^\beta$ and $n^\kappa$ be the density changes caused by the two responses. Including the spin factor 2,

$$2\sum_v2\,{\rm Re}\langle u^\kappa|V^\beta_{\rm Hxc}|v\rangle=\iint n^\kappa(\mathbf r)\,f_{\rm Hxc}(\mathbf r,\mathbf r')\,n^\beta(\mathbf r')\,d\mathbf r\,d\mathbf r' .$$

The kernel $f_{\rm Hxc}$ is a second derivative of an energy, so it is symmetric and the expression survives the exchange of $\kappa$ and $\beta$. For the Hubbard terms,

$$\sum_v2\,{\rm Re}\langle u^\kappa|V_U^\beta|v\rangle=-U\,{\rm Tr}[N^\kappa N^\beta],$$

which is symmetric because a trace is cyclic. Equating the right sides gives

$$e\sum_v2\,{\rm Re}\langle Qr_\beta v|u^\kappa\rangle=\sum_v2\,{\rm Re}\langle u^\beta|\partial V_{\rm bare}|v\rangle .\tag{12}$$

Multiplied by $-2$, this is the equality of (11) and (6).

Equation (12) by itself does not show that the bare perturbation is complete. Remove the same term from $\partial V_{\rm bare}$ in both formulas, and they still agree with each other while both are wrong. The sum rule supplies a separate check.

### Rigid translation and the sum rule

Move all ions of the crystal together along $\alpha$. The self-consistent Hamiltonian is carried with them, $H\to THT^{-1}$ with $T=e^{-s\nabla_\alpha}$ and $\nabla_\alpha=\partial/\partial r_\alpha$. Its derivative at $s=0$ is $[H,\nabla_\alpha]$. Acting on full Bloch orbitals, for which $H\psi_v=\varepsilon_v\psi_v$,

$$(H-\varepsilon_v)(-\nabla_\alpha\psi_v)=-[H,\nabla_\alpha]\psi_v .$$

Project with $Q$, which commutes with $H$. The result is the sum of (10) over all ions, provided that $[H,\nabla_\alpha]$ is the full change of the Hamiltonian: bare perturbations plus self-consistent changes. It is, because the ionic potentials, the Hubbard functions and the density all shift rigidly. If the insulating state is stable, so that the linear response has a single solution, that solution is

$$\sum_\kappa|u^\kappa\rangle=-Q\,\nabla_\alpha|v\rangle\;\to\;-iQq_\alpha|v\rangle ,\tag{13}$$

where the last form refers to the periodic part. The occupation matrix does not change under the translation, so

$$\sum_\kappa\big(\partial N+N^\kappa\big)=0 .$$

The frozen-orbital change is cancelled by the response. If the occupation term is omitted from (7), this cancellation is lost and a translation appears to change the matrix $W$.

Insert (13) and (1) in the sum of (11). The prefactors are $(i)^*(-i)=-1$, so at one $\mathbf k$, by (8),

$$\sum_n2\,{\rm Re}\langle Qr_\beta n|-iQq_\alpha n\rangle=\sum_n\delta_{\alpha\beta}-\partial_\beta\sum_n\langle n|q_\alpha|n\rangle .\tag{14}$$

The last term averages to zero over the zone, and the first gives $\delta_{\alpha\beta}N_{\rm el}/2$. With the factor 2 for spin,

$$\sum_\kappa Z^*_{\kappa,\beta\alpha}=\Big(\sum_\kappa Z_\kappa-N_{\rm el}\Big)\delta_{\alpha\beta}=0 .$$

For one filled band in one dimension the right side of (14) is $1-d\langle q\rangle/dk$. In the chain it ranges from 0.767 to 1.267 over the zone, with mean 1.0000. A single $\mathbf k$ point does not in general satisfy the sum rule; the zone average does.

### What the chain shows when a piece is missing

The values below are sums $Z^*_A+Z^*_C$, which should be zero, calculated with the force formula (6).

- With both displacement terms omitted the sum is $0.4305-0.0371=0.393$.
- With the occupation term alone omitted it is $-0.037$.
- With $[V_U,x]$ omitted from the position operator it is 0.335.

The third omission also changes the dielectric constant, from 1.365 to 1.258. Measured by $\epsilon-1$, the error is $(0.365-0.258)/0.365$, or 29 percent of the full value. The projector and occupation terms have no effect on $\epsilon$, since they do not enter (4). A correct dielectric constant is therefore no evidence that the Born charges are complete.

The sum rule also depends on the empty states. The chain has one filled band and one lowest empty band around its gap, but the results above keep all the higher bands of the 27-plane-wave basis. If only those two bands are kept, $\epsilon$ is 1.339, which puts $\epsilon-1$ about 7 percent low, while the sum of the charges is 0.390. In this chain a literal two-band truncation thus gives a rough dielectric constant but fails the sum rule badly.

The different sensitivity can be understood in a simplified case, with a local potential and no self-consistent response. Then $[H,x]=-(\hbar^2/m)\,\partial/\partial x$, where $m$ is the electron mass, and taking the element between $c$ and $v$ gives

$$\langle c|q|v\rangle=\frac{im}{\hbar^2}(\varepsilon_c-\varepsilon_v)\langle c|x|v\rangle .$$

An empty band therefore contributes to the left side of (14) the amount

$$\frac{2m}{\hbar^2}(\varepsilon_c-\varepsilon_v)\,|\langle c|x|v\rangle|^2,$$

whereas its contribution to the polarizability is proportional to $|\langle c|x|v\rangle|^2/(\varepsilon_c-\varepsilon_v)$. Relative to the polarizability, the sum rule weights a band by the square of its excitation energy, so high bands count for more. In the full chain, with its nonlocal Hubbard potential and self-consistent response, this remains a qualitative explanation.

### Independent checks

The equality of (6) and (11), the sum rule, the translation response (13), the constancy of $N$ and the identity (14) were each tested on the chain. The cation is off centre, so there is no inversion symmetry, which would make the occupation term vanish for these even functions.

Three further tests avoid linear response. Self-consistent calculations in small positive and negative fields, with the dipole from a Berry phase, give $\epsilon=1.365$, and the forces they induce give $Z^*_A=-1.5215$. Berry-phase dipoles of displaced lattices give $-1.5215$ as well. The discrete Berry phase has an error of order $\Delta k^2$, so these values are extrapolated from meshes of 24 and 48 points; the tests required agreement with linear response within $2\times10^{-4}$, a margin that allows for the remaining mesh error. Finally, the electronic part of the force (5), including the Hubbard term, was compared with energy differences: both give 3.555 eV/Å on the anion and the opposite value on the cation. The numerical output lists these results.

### What each derivation assumes

Both derivations assume an insulator, a neutral cell, norm-conserving potentials and rigidly moving Hubbard functions. They differ in what they ask of the calculation and in how neutrality appears.

The force derivation needs an energy from which forces follow by explicit differentiation. If the basis functions moved with the ions, or the orthonormality condition depended on ion positions, (5) would need further terms. In return, one field response per Cartesian direction gives the dielectric tensor and the Born charges of all ions. Neutrality is a balance of forces: the field's pull on the electrons is passed on to the ions. That argument requires the state to be stationary in the true field, so $[V_U,\mathbf r]$ must be included when the position operator is obtained from a commutator. It also requires the energy to be translation invariant and the forces to be its complete derivative, which is where the displacement terms are.

The dipole derivation does not use a force. It needs a differentiable polarization and a complete first-order Hamiltonian for each displacement, so there is one response per ion and direction. Neutrality is a statement about transport: a translated crystal carries its electrons along. The displacement terms are needed to make the response a rigid shift, and the same position operator, with its Hubbard part included, measures the dipole of that shift.

The bridge (12) needs symmetric self-consistent kernels, which follow when all potentials derive from one energy. The force derivation already assumes such an energy; the dipole derivation by itself does not. If a potential were used that is not the derivative of an energy, the force and dipole definitions could disagree, and a Born charge would have to be specified by its definition.

A fixed $U$ is a further common assumption. If $U$ depends on the ion positions, the force gains $-(\partial U)\,{\rm Tr}[N(1-N)]$, and the bare perturbation gains $(\partial U)\sum|\varphi_m\rangle(\frac12-N)_{mm'}\langle\varphi_{m'}|$. Individual Born charges then change. When $U$ depends on relative positions alone, the energy is still translation invariant and the sum of $\partial U$ over all ions is zero, so the sum rule survives with these terms included.

## Numbers as computed

```
cell length 5.0 A, cross-section 25.0 A^2, k points 48
plane waves 27, real-space grid points 96
anion at 0.3 A, cation at 2.3 A, ion charges [1. 1.] e
well depths anion, cation: [-14.  -5.] eV, well width 0.7 A
ion charge width 0.5 A, projector width 0.65 A, U = 4.0 eV
hbar^2/2m = 3.80998 eV A^2, e^2/eps0 = 180.9513 eV A
gap (U on) = 7.0014 eV, smallest direct gap = 7.0014 eV
gap (U = 0) = 5.1770 eV
N per spin: N00 = 0.90837, N11 = 0.05740, N01 = 0.22815
dN/dfield: 00 0.026620, 11 -0.004840, 01 -0.006283 A/V
electronic forces anion, cation: 3.5548, -3.5548 eV/A
  from energy differences:       3.5548, -3.5548 eV/A
cell polarizability = 0.252199 e A^2/V
eps, linear response = 1.365086
eps, finite field    = 1.365086 (field step 0.002 V/A)
eps at U = 0         = 1.532377
Zstar in units of e, anion then cation:
  force formula      -1.521508 1.521508
  dipole formula     -1.521508 1.521508
  finite-field force -1.521508 1.521508
  Berry displacement -1.521503 1.521503 (step 0.005 A)
  U = 0              -1.623798 1.623798
anion parts: ion charge 1.000000, ion potential -2.128123 e
anion parts: projector -0.430512, occupation 0.037128 e
cation parts: ion charge 1.000000, ion potential 0.521508 e
sum of Zstar = -2.8e-12 e
translation response, largest error = 8.1e-12 1/A
k-resolved sum: min 0.76728, max 1.26704, mean 1.00000000
sum without both displacement terms = 0.393385 e
sum without occupation term only    = -0.037128 e
without [V_U,x]: eps = 1.258014, sum = 0.335449 e
two bands only:  eps = 1.339488, sum = 0.389697 e
```
